Strength ratio of the Γ7 and Γ8 lines of ionized chalcogen donors

Anyone who models the infrared absorption of a singly ionized chalcogen donor in silicon must decide whether the two close lines from 1s(A1) to 1s(T2) need two independent dipole elements or one. With one element, the areas in a fit can be tied together and the stronger line identified as Γ8. With two, neither step is justified unless their ratio is known. The theorem below gives the conditions under which one element suffices; the propositions after it size the corrections.

**Setting and conventions**

The donor sits on a lattice site of symmetry Td and binds one electron to a core of net charge +2. Its 1s manifold is built from six orthonormal valley states |±x⟩, |±y⟩, |±z⟩, one for each conduction-band minimum. Each contains its envelope and its Bloch function.

The Bloch function at a minimum is unchanged by the operations of Td that leave that valley in place. The other five valley states can therefore be defined by rotating the first, and Td then permutes the six without phase factors. Complex conjugation K reverses the valley, K|+k⟩ = exp(iβ)|−k⟩, with the same β for all valleys because K commutes with the rotations. Multiplying all six states by exp(iβ/2) removes this phase, so K|±k⟩ = |∓k⟩.

Energies are in meV and spin is measured in units of ħ, S = σ/2. The light has unit polarization vector ε, which may be complex. "Light along z" means light polarized along z, not travelling along it. The strength of a line is

S_Γ = ½ Σ_σ Σ_{f in Γ} |⟨f|ε·r|A1,σ⟩|²,

a sum over final states and an average over the two ground spin states. When the ground spin is in a definite state χ, the average is replaced by that state.

**Theorem.** Assume that (a) the site has full Td symmetry, without strain or applied field; (b) the dipole operator r does not act on spin; (c) spin-orbit coupling acts within 1s(T2), while its mixing of 1s(A1) and 1s(T2) with other levels is neglected. Then 1s(T2) splits into a doublet Γ7 and a quartet Γ8, both are reached from 1s(A1), and

S7 : S8 = 1 : 2

for linearly polarized light with any ground spin, and for any polarization with unpolarized spins. The sign of the splitting is immaterial.

"Reached" presupposes that the one dipole element D defined in Lemma 2 is not zero. Symmetry permits this but does not fix its size.

**Lemma 1 (orbital functions).** The six valley states give A1 + E + T2, with

|A1⟩ = (1/√6) Σ_k (|+k⟩ + |−k⟩)
|t_k⟩ = (i/√2)(|+k⟩ − |−k⟩), k = x, y, z.

The doublet E consists of the combinations of p_k = (|+k⟩ + |−k⟩)/√2 orthogonal to A1, such as (p_x − p_y)/√2.

*Proof.* The sum of all six states is invariant under any permutation. The difference |+k⟩ − |−k⟩ changes under Td as the coordinate k does, because the valleys are moved as vectors; the three differences thus form T2. The three even states p_k are permuted among themselves, and removing their sum leaves a doublet. The factor i makes t_k real:

K|t_k⟩ = (−i/√2)(|−k⟩ − |+k⟩) = |t_k⟩. ∎

**Lemma 2 (one dipole element).** Within the 1s manifold,

r_i|A1⟩ = D|t_i⟩, with D real.

*Proof.* A rotation by π about axis i leaves r_i and A1 unchanged and reverses t_j for j ≠ i. Hence ⟨t_j|r_i|A1⟩ = 0 for j ≠ i. The threefold rotation about [111] permutes x, y, z cyclically, so the three diagonal elements are equal; call them D. All functions involved are real, so D is real. A rotation by π about an axis other than i reverses r_i but leaves A1 and every p_k unchanged, so r_i has no element from A1 to A1 or to E. ∎

*Remark on the size of D.* Conjugation gives ⟨−x|x|−x⟩ = ⟨+x|x|+x⟩, since these diagonal elements are real. The rotation by π about z exchanges the two valleys and reverses x, which gives ⟨−x|x|−x⟩ = −⟨+x|x|+x⟩. Both are therefore zero. The elements ⟨+x|y|+x⟩ and ⟨+x|z|+x⟩ vanish because the rotation by π about x reverses y and z. The same holds for the other valleys. So, with one common set of valley states for A1 and T2, D comes entirely from elements between different valleys, and a calculation that drops these finds no line. In a real donor A1 is bound much more deeply than T2, and their envelopes differ. Elements within one valley can then contribute too, for example through a p-like part of the envelope. Lemma 2 still holds, because it uses only the symmetry of the functions. Symmetry does not force D to vanish: the operators |t_i⟩⟨A1| + |A1⟩⟨t_i| have every symmetry required of r_i, and for them D = 1.

**Lemma 3 (spin-orbit coupling).** Between two T2 sets t and t′ of real functions, the spin-orbit operator has the form ζ′ L·S, with

(L_k)_ij = −i ε_kij,

where ε_kij is the antisymmetric symbol. Within the single set 1s(T2) the constant is called λ. The levels are then

E(Γ7) = −λ (two states), E(Γ8) = +λ/2 (four states).

*Proof.* Write H_so = Σ_k h_k S_k. Since H_so is unchanged by time reversal and S_k is reversed, h_k is odd under K, and its elements between real functions are imaginary. Since S is an axial vector, so is h.

Take h_z. The rotation by π about z leaves it unchanged, so it cannot connect z with x or y. The rotation by π about x reverses h_z but leaves every element ⟨t_i|h_z|t′_i⟩ with equal indices unchanged, so those vanish. What remains is ⟨t_x|h_z|t′_y⟩ and ⟨t_y|h_z|t′_x⟩. The operation x→y, y→−x, z→−z belongs to Td and leaves the axial component h_z unchanged, so

⟨t_x|h_z|t′_y⟩ = −⟨t_y|h_z|t′_x⟩.

This is the pattern −iζ′ε_zij with ζ′ real. The threefold rotation carries it to h_x and h_y with the same constant.

The matrices L_k obey L×L = iL and L² = 2. With σ_jσ_k = δ_jk + i Σ_l ε_jkl σ_l,

(L·σ)² = L² + iσ·(L×L) = 2 − L·σ.

An eigenvalue m of L·σ therefore satisfies m² + m − 2 = 0, so m = 1 or m = −2. The trace of L·σ over the six states is zero. If n₁ states have m = 1 and n₂ have m = −2, then n₁ − 2n₂ = 0 and n₁ + n₂ = 6, giving n₁ = 4 and n₂ = 2. Since L·S = L·σ/2, the energies are λ/2 and −λ.

To name the levels, use the fourfold rotation-reflection. Its character is −1 in T2 and √2 in the spin representation Γ6, so the product has character −√2. The quartet Γ8 contributes zero, and the doublet must supply −√2. That is the character of Γ7; Γ6 would have +√2. ∎

**Proof of the theorem.** The projectors onto the two levels are

P7 = (1 − L·σ)/3, P8 = (2 + L·σ)/3.

For L·σ = 1 they equal 0 and 1; for L·σ = −2 they equal 1 and 0, as they must.

By Lemma 2 and assumption (b), light acting on the ground state with spin state χ produces

ε·r |A1⟩|χ⟩ = D |ε⟩|χ⟩, |ε⟩ = Σ_i ε_i|t_i⟩.

The strength into Γ7 is the squared length of the part of this vector lying in Γ7:

S7 = D² ⟨ε,χ|P7|ε,χ⟩ = D² (1 − ℓ·s)/3.

Here s = ⟨χ|σ|χ⟩, and

ℓ_k = ⟨ε|L_k|ε⟩ = −i Σ_ij ε_kij ε_i* ε_j = −i(ε*×ε)_k.

Since P7 + P8 = 1 within T2,

S8 = D² (2 + ℓ·s)/3.

For linear polarization ε is real up to a common phase, so ε*×ε = 0 and ℓ = 0. For unpolarized spins the average of s is zero. In either case S7 = D²/3 and S8 = 2D²/3. The constant λ has dropped out, so neither its size nor its sign matters. ∎

Physically, linearly polarized light prepares an orbital direction and leaves the spin alone. The resulting state is not an eigenstate of the spin-orbit coupling. Averaged over directions and spins, it samples the six states of T2 evenly, two of them in Γ7 and four in Γ8. The theorem adds that no average over directions is needed when the light is linear.

*Remark (circular light on polarized spins).* For ε = (1, i, 0)/√2, ℓ is the unit vector along +z. With spin up, ℓ·s = 1 and the shares of Γ7 and Γ8 are 0 and 1. For the opposite circular polarization ℓ·s = −1, and they are 2/3 and 1/3. The order of strengths is then reversed. The average over the two polarizations is again 1/3 and 2/3.

**What survives at any spin-orbit strength**

**Proposition 1.** Drop assumptions (b) and (c), but keep Td symmetry, a Γ6 ground doublet and unpolarized spins. For any one Γ7 level and any one Γ8 level,

S8/S7 = 2 |a8/a7|²,

where a7 and a8 are one amplitude each. The ratio is independent of polarization.

*Proof.* Let |g,σ⟩ be the true ground doublet and Q the projector onto one final level. The matrix

M_(iσ),(jσ′) = ⟨g,σ|r_i Q r_j|g,σ′⟩

commutes with the action of Td on T2⊗Γ6, the space labelled by a direction and a spin. This space contains Γ7 once and Γ8 once. By Schur's lemma M is a number times P7 if the final level is Γ7, and a number times P8 if it is Γ8. These numbers are not negative, because M is a matrix of scalar products; write them |a7|² and |a8|². Averaging over spin removes the term with σ from each projector, so S7 = |a7|²/3 and S8 = 2|a8|²/3 for every ε. ∎

The factor 2 is thus a matter of symmetry, while a7 = a8 is a matter of weak mixing. In an unstrained crystal with unpolarized spins, the strength ratio therefore gives |a8/a7|, once the photon energy has been divided out of the absorption areas.

**Proposition 2 (mixing with 1s(E)).** With spin, E becomes a second Γ8. Let it lie at Δ above the centre of T2 and be coupled to Γ8(T2) by g. If this is the only mixing, the lower of the two Γ8 levels has

S8/S7 = 2cos²θ, tan 2θ = 2g/(Δ − λ/2), for Δ > λ/2.

*Proof.* Γ7 has no partner in the 1s manifold, nor has the ground Γ6. By Schur's lemma each of the four Γ8 components has the same 2×2 matrix, with diagonal elements λ/2 and Δ and off-diagonal element g, made real and positive by a choice of phase. Take |−⟩ = cosθ|T2⟩ − sinθ|E⟩ and |+⟩ = sinθ|T2⟩ + cosθ|E⟩. Then

⟨+|H|−⟩ = g cos 2θ − ½(Δ − λ/2) sin 2θ,

which vanishes for the stated θ. E has no dipole element from A1, so a8 = D cosθ while a7 = D. ∎

The missing part, (2/3)D² sin²θ, appears in the line to Γ8(E). The correction is of second order in g. The T2 component of H|−⟩ = E₋|−⟩ gives the shifted level, E₋ = λ/2 − g tanθ.

**Proposition 3 (mixing with an outer T2 level).** Let another T2 level at energy E′ have dipole element D′ from A1 and spin-orbit constant ζ′ with 1s(T2), which lies at E. To first order in ζ′,

a7 = D(1 − x), a8 = D(1 + x/2), x = ζ′D′/[D(E − E′)],

S8/S7 ≈ 2(1 + 3x).

*Proof.* By Lemma 3 the coupling is ζ′L·S, which equals −ζ′ in Γ7 and ζ′/2 in Γ8. Perturbation theory admixes the outer state with this coupling divided by E − E′, and the admixture contributes D′ to the amplitude. The ratio is 2(1 + x/2)²/(1 − x)², and (1 + x)(1 + 2x) ≈ 1 + 3x to first order. ∎

This correction is linear, and D stands in the denominator. Since elements within one valley give nothing to D in the simplest effective-mass picture, where the 1s envelopes are real and even, D′/D may be large, and a small spin-orbit energy does not by itself guarantee the ratio 2. Weak mixing means |3x| ≪ 1 as well as sin²θ ≪ 1. The ground doublet can also take up a Γ6 part from an orbital T1 level, from which T2 is dipole-allowed; this too changes a7 and a8 in first order and is not sized here.

The formula was tested on a five-atom model: a central atom with one s and three p orbitals, four tetrahedral neighbours with one orbital each, and spin-orbit coupling on the central p shell. Diagonalization gave a ratio that passes through 2 at zero coupling, with slope −1.06177 per model energy unit. The value of 6x divided by the coupling constant, computed from the spinless states, is also −1.06177.

**Proposition 4 (axial strain).** Let strain along z shift t_z by e, with |e| much smaller than the splitting. With Γ7 and Γ8 otherwise unmixed with other levels, the share of Γ7 in the total strength changes by

(4/9) e/(E7 − E8) for light along z,
−(2/9) e/(E7 − E8) for light along x or y.

*Proof.* The perturbation is eO with O = |t_z⟩⟨t_z|. To first order P7 changes by e(P8OP7 + P7OP8)/(E7 − E8). For linear light along z, ⟨t_z|L·σ|t_z⟩ = 0, so ⟨t_z|P8|t_z⟩ = 2/3 and ⟨t_z|P7|t_z⟩ = 1/3. The change is 2·(2/3)·(1/3) = 4/9 times e/(E7 − E8). The sum over the three directions, with spin averaged, is proportional to the trace of P8OP7, which is zero because P7P8 = 0. The directions x and y are equivalent, so each takes minus half of the z value. ∎

**Worked example**

The parameters are round and rough, in the regime of singly ionized selenium: A1–T2 separation 430 meV, λ = 1.5 meV, Δ = 30 meV and g = 1.5 meV. Without mixing with E, the Γ7 line lies at 430 − 1.5 = 428.5 meV and Γ8 is higher by 3λ/2 = 2.25 meV. The shares are 0.3333 and 0.6667.

With mixing, tan 2θ = 3/29.25 = 0.103, so θ = 0.051 and sin²θ = 0.0026. The ratio becomes 2(1 − 0.0026) = 1.995, and the E line near 460 meV receives a share of 0.0017. The Γ8 level is pushed down by g tanθ = 0.08 meV, which reduces the splitting to 2.17 meV. The lines fall at 428.5 meV (2893 nm) and 430.7 meV (2879 nm).

Larger g, with the other parameters fixed, gives ratios of 1.946 at 5 meV and 1.825 at 10 meV. In the last case cos²θ = 0.913 and tanθ = 0.309, so Γ8 is lowered by 3.1 meV. This exceeds the unmixed splitting of 2.25 meV: Γ8 now lies below Γ7, although it remains the stronger line. Energy order is therefore a poorer label than strength in this model.

Absorption areas carry one more factor. The transition rate is proportional to S and each transition removes one photon energy, so the integrated absorption ratio is 1.995 × 430.7/428.5 = 2.005, if the refractive index and local field are the same for both lines. This is the ratio for the absorption coefficient. Absorbed power follows it only in an optically thin sample: for Lorentzian lines of full width 0.2 meV and a peak optical depth of 1 in the Γ8 line, the areas of absorbed power give about 1.80.

With the values chosen here, an outer level matters more than the E level. For one 130 meV above 1s(T2), with coupling 1 meV and D′/D = 3 in magnitude, |x| = 3/130 = 0.023. Depending on its sign, the ratio becomes 1.87 or 2.14, a change of about 7 percent from 2.

A strain shift e = 0.1 meV changes the Γ7 share, for light along z, by −(4/9)(0.1/2.25) = −0.020. The first-order ratio is 0.686/0.314 = 2.19; diagonalization with E mixing included gives 2.185 along z and 1.908 along x. The ratio of the direction-averaged strengths stays at 1.995.

Finite linewidth also biases a simple reading. For Lorentzian lines of full width 0.2 meV, a cut midway between them leaves about 0.1/(π × 1.09) = 0.029 of each line on the wrong side. The stronger line loses more than it gains. Within a 10 meV window the areas then read 1.93 instead of 2.005. Fitting both complete profiles with the correct line shape avoids this bias. The two widths need not be equal, since the upper level can decay to the lower one, and "stronger" always refers to area. With widths of 0.2 meV for Γ7 and 0.6 meV for Γ8, the midway cut reads 1.64 and the Γ8 peak is only 0.66 of the Γ7 peak.

At 10 K, kT = 0.86 meV is smaller than the splitting, but no Boltzmann factor enters the absorption ratio because both lines start from the same level. The equilibrium population of T2 relative to A1 is below 10⁻²⁰⁰ and plays no part. Emission differs. The strength per upper state is nearly equal, 0.1667 for Γ7 and 0.1662 for Γ8, so if the upper states reach thermal equilibrium among themselves before emitting, the ratio is 1.995 exp(−2.17/0.862) = 0.16, apart from the slightly different photon energies. Γ8 is then the weaker line.

**Comparison with real samples**

For selenium, a transition energy near 0.43 eV and a splitting of about 2 meV are the right rough sizes. The values of Δ, g, ζ′ and D′/D are illustrative, not computed or measured, so the 7 percent from the outer level is an estimate of sensitivity and not a prediction. Real crystals can also break the assumption of zero strain. The chosen 0.1 meV shift moves the ratio from 1.995 to 2.185 for light along the strain axis; while e is small, the effect grows as e divided by the splitting, so a donor with a smaller splitting is more sensitive. In a sample with randomly oriented strains the first-order changes average out, but in a layer with uniform axial strain along z they remain, except for light with |ε_z|² = 1/3, where the changes of Proposition 4 cancel. With linearly polarized light or unpolarized ground spins, tying the areas of the absorption coefficient at 1 : 2 is thus reasonable for resolved lines in a nearly unstrained crystal without a magnetic field, provided the mixing with other levels is known to be small, or the departure it may cause is tolerable. A field that polarizes the ground spins also mixes Γ7 and Γ8, and linear light then no longer protects the ratio. With λ = 1.5 meV, no mixing with E and a pure spin Zeeman term of g-factor 2, the ratio at 2 T and 1.5 K is about 1.72 for light along the field and 1.87 for light across it. Circular light on partly polarized spins can change the ratio even without mixing or strain. The numerical output gives the remaining digits.

Table of computed values

```
Allowed Hamiltonian constants without spin: 3
Allowed Hamiltonian constants with spin: 5
Input A1-T2 separation: 430 meV
Input E level above T2: 30 meV
Input lam: 1.50 meV; input g: 1.50 meV
T2 splitting without E mixing: 2.250 meV
T2 splitting with E mixing: 2.173 meV
Gamma7 line: 428.500 meV = 2893.4 nm
Gamma8 line: 430.673 meV = 2878.8 nm
Gamma8(E) line: 460.077 meV
Shares without E mixing, Gamma7, Gamma8: 0.3333, 0.6667
Strength ratio without E mixing: 2.0000
Shares with E mixing, Gamma7, Gamma8, E: 0.33333, 0.66493, 0.00174
Strength ratio for g = 1.5 meV: 1.9948
Strength ratio for g = 5.0 meV: 1.9462
Strength ratio for g = 10.0 meV: 1.8255
Integrated absorption ratio, with photon energy: 2.0049
Spin up, circular +: Gamma7, Gamma8 = 0.0000, 1.0000
Spin up, circular -: Gamma7, Gamma8 = 0.6667, 0.3333
Input outer T2 level: 130 meV above, coupling 1.0 meV
Input outer dipole / D: 3.0; size of x: 0.0231
Ratio with outer mixing, x < 0 and x > 0: 1.867, 2.144
Five-atom model, slope of ratio found: -1.06177 per energy unit
Five-atom model, slope from formula: -1.06177 per energy unit
Input strain shift of t_z: 0.10 meV
Strained ratio, light along z: 2.185
Strained ratio, light along x: 1.908
Strained ratio, direction average: 1.9948
Input Lorentzian full width: 0.20 meV
Area ratio read by cutting at midpoint, 10 meV window: 1.934
Input temperature: 10 K; kT = 0.862 meV
log10 of thermal T2/A1 population (T2 taken at Gamma7): -215
Strength per upper state, Gamma7, Gamma8: 0.1667, 0.1662
Thermalized emission ratio Gamma8/Gamma7: 0.160
```
